# Correcting Charged-Defect Energies in Periodic Slab Cells

Without a charged-slab correction, the energy of a charged defect in a two-dimensional material depends on how much vacuum the cell contains. In the model slab treated below, a defect of charge $+e$ in a cell of lateral side 3 nm has a raw energy of 5.421 eV at height 3 nm and 6.659 eV at height 9 nm. More vacuum does not cure this: the energy eventually rises linearly with height.

The correction needs a model charge, a dielectric profile and a potential alignment. This guide derives what each does, and shows which errors a scan over cell height can reveal and which it cannot.

## What the raw energy contains

The cell has lateral area $A=L^2$, height $H$ and volume $\Omega=AH$. The slab is centred at $z=0$ and mirror symmetric. The defect carries a localized charge density $\rho_d$ of total charge $qe$. It is taken to be mirror symmetric about $z=0$ and symmetric about the vertical axis, so it has no dipole. A uniform background $-qe/\Omega$ makes the cell neutral, and the cell average of the electrostatic potential is set to zero. Potentials $\phi$ are those felt by a positive charge. If a program reports the potential energy $V_{\rm el}$ of an electron, then $\phi=-V_{\rm el}/e$.

Assume linear response. When a fraction $t$ of the charge is present, the potential is $\phi_{\rm host}+t\,\phi_{\rm per}[\rho_d]$. Adding charge $\rho_d\,dt$ costs its integral with this potential, so integration over $t$ from 0 to 1 gives

$$E_{\rm raw}=\int\rho_d\,\phi_{\rm host}\,d^3r+\tfrac12\int\rho_d\,\phi_{\rm per}[\rho_d]\,d^3r .$$

The background is absent because a constant density times a potential of zero average integrates to zero. In a first-principles calculation $E_{\rm raw}$ corresponds to the charged-cell energy minus the neutral-host energy. That difference also contains short-range chemical terms, which the correction leaves alone provided they have converged with cell size.

The wanted quantity $E$ has the same form for one slab in infinite vacuum, with $\phi=0$ far away. Write $U_{\rm per}[\rho]$ and $U_{\rm iso}[\rho]$ for the terms $\frac12\int\rho\phi[\rho]$ in the two geometries.

## Solving for the model charge

The model charge $\rho_m$ is a Gaussian of width $\sigma$ and total charge $qe$. The slab has relative permittivities $\varepsilon_\parallel(z)$ and $\varepsilon_\perp(z)$, both equal to 1 in vacuum. With $\rho_{\mathbf k}(z)=\int\rho\,e^{-i\mathbf k\cdot\mathbf r}d^2r$, each lateral wavevector obeys

$$-(\varepsilon_\perp\phi_k')'+k^2\varepsilon_\parallel\phi_k=\rho_k/\varepsilon_0 .$$

For the Gaussian, $\rho_k=qe\,e^{-k^2\sigma^2/2}g_\sigma(z)$, where $g_\sigma$ is a normalized Gaussian. At $k=0$ in the supercell the background adds $-qe/H$ to the source.

Multiply by a trial function $u(z)$ and integrate the first term by parts:

$$\int(\varepsilon_\perp\phi_k'u'+k^2\varepsilon_\parallel\phi_ku)\,dz-[\varepsilon_\perp\phi_k'u]=\frac1{\varepsilon_0}\int\rho_ku\,dz .$$

In the supercell, $\phi_k$ and $u$ are expanded in cosines $\cos(2\pi nz/H)$ and the boundary term cancels by periodicity. This leaves one small linear system per wavevector. At $k=0$ the constant cosine is omitted, which sets the average potential to zero and removes the background from the source.

For the isolated slab, symmetry allows the range $0\le z\le Z$, with $Z$ in vacuum. There $\phi_k\propto e^{-kz}$, so $\phi_k'(Z)=-k\phi_k(Z)$ and the boundary term becomes $+k\phi_k(Z)u(Z)$.

Inverting the Fourier transform gives a sum over reciprocal vectors for the cell and an integral for the isolated slab:

$$U_{\rm per}=\frac1{2A}\sum_{\mathbf G}\int\rho_{\mathbf G}^*\phi_{\mathbf G}\,dz,\qquad
U_{\rm iso}=\frac1{4\pi}\int_0^\infty k\,dk\int\rho_k\phi_k\,dz .$$

The second prefactor is $\frac12\cdot2\pi/(2\pi)^2$ for an axially symmetric charge. At small $k$ the potential grows as $1/k$, and the factor $k$ keeps the integrand finite.

## Why vacuum makes the energy diverge

The divergence sits in the term $\mathbf G=0$. Let $p(z)$ be the charge profile normalized to one, and $s(z)=\int_{-\infty}^z p\,dz'-\frac12$, which is odd. Gauss's law with the background gives the laterally averaged displacement field

$$D(z)=\frac{qe}{A}\left[s(z)-\frac zH\right].$$

Symmetry removes an added constant. Integrating the energy by parts turns it into $\frac{A}{2\varepsilon_0}\int D^2/\varepsilon_\perp\,dz$. To expand the square, define the slab integrals

$$\kappa_0=\int\left(\tfrac14-\frac{s^2}{\varepsilon_\perp}\right)dz,\quad
\kappa_1=\int\left(\frac{|z|}2-\frac{sz}{\varepsilon_\perp}\right)dz,\quad
\kappa_2=\int z^2\left(1-\frac1{\varepsilon_\perp}\right)dz .$$

Their integrands vanish in vacuum, so they do not depend on $H$ once the charge and slab fit in the cell. The three terms of the square integrate to

$$\int\frac{s^2}{\varepsilon_\perp}dz=\frac H4-\kappa_0,\quad
\int\frac{sz}{\varepsilon_\perp}dz=\frac{H^2}8-\kappa_1,\quad
\int\frac{z^2}{\varepsilon_\perp}dz=\frac{H^3}{12}-\kappa_2 .$$

Multiplying them by $1$, $-2/H$ and $1/H^2$ gives $H/4-H/4+H/12$ for the leading part, hence

$$U_0=\frac{q^2e^2}{2\varepsilon_0A}\left[\frac H{12}-\kappa_0+\frac{2\kappa_1}H-\frac{\kappa_2}{H^2}\right].$$

The charge is confined to the slab while its compensation is spread through the vacuum. The field between them fills the added volume, and its energy grows with $H$.

The same field gives the potential at mid-vacuum. Let $v(z)$ be the laterally averaged potential, so that $v'=-D/(\varepsilon_0\varepsilon_\perp)$. Since $\int v\,dz=0$, integration by parts yields $Hv(H/2)=\int zv'\,dz$. Inserting $D$ and the integrals above,

$$v(H/2)=-\frac{qe}{\varepsilon_0A}\left[\frac H{24}-\frac{\kappa_1}H+\frac{\kappa_2}{H^2}\right].$$

## Where the alignment term comes from

The actual charge differs from the Gaussian by $\delta=\rho_d-\rho_m$, which is neutral. Let $\Delta\phi=\phi_{\rm per}-\phi_{\rm iso}$. Electrostatic response is reciprocal, $\int a\,\phi[b]=\int b\,\phi[a]$, because both sides equal $\varepsilon_0\int\nabla\phi[a]\cdot\varepsilon\nabla\phi[b]$ after integration by parts. The two cross terms are therefore equal, and

$$(U_{\rm per}-U_{\rm iso})[\rho_d]-(U_{\rm per}-U_{\rm iso})[\rho_m]
=\int\rho_m\Delta\phi[\delta]+\tfrac12\int\delta\,\Delta\phi[\delta].$$

Now find $\Delta\phi[\delta]$. For an isolated slab, integrate the equation for $\phi_k$ between $-Z$ and $Z$. The boundary terms give $2k\phi_k(Z)$, while the source is of order $k^2$ because $\delta$ is neutral and axially symmetric. The remaining term, $k^2\int\varepsilon_\parallel\phi_k\,dz$, is also of order $k^2$, since the potential of a neutral charge stays finite as $k\to0$. Hence $\phi_k(Z)$ vanishes as $k\to0$: a lateral array of such charges on one slab has zero average potential in vacuum. The supercell has the same averaged field from $\delta$ but a different zero of potential. Thus $\Delta\phi[\delta]=C+\psi$, where $C$ is a constant and $\psi$ comes from the periodic images of $\delta$, including the polarization of neighbouring slabs.

The constant acts on the total charge of $\rho_m$ and gives $qeC$. It contributes nothing to the last integral, since $\int\delta=0$. The formula for $v(H/2)$ supplies its value, because $\kappa_2$ is common to both charges:

$$C=v_d(H/2)-v_m(H/2)=\frac{qe}{\varepsilon_0AH}\left(\kappa_1[d]-\kappa_1[m]\right).$$

Multiplied by $qe$, this equals the difference of the $2\kappa_1/H$ terms in $U_0$. Alignment therefore removes the $1/H$ dependence that would remain from an imperfect model shape.

The neutral host adds a second offset, which is much the larger one in the example below. Let $\lambda(z)$ be its laterally averaged charge density and $M_2=\int z^2\lambda\,dz$. With the vacuum potential at zero, $v_h''=-\lambda/\varepsilon_0$, and two integrations by parts give

$$\int v_h\,dz=\tfrac12\int z^2v_h''\,dz=-\frac{M_2}{2\varepsilon_0}.$$

Making the cell average zero shifts the vacuum to $+M_2/(2\varepsilon_0H)$. No dielectric constant enters, because $\lambda$ is already the complete ground-state charge density. The shift changes $E_{\rm raw}$ by $qe$ times its value.

Both offsets appear in one reading:

$$\Delta V=[v_{\rm charged\ cell}-v_{\rm model\ cell}]_{\rm mid\text{-}vacuum}
=\frac{M_2}{2\varepsilon_0H}+C .$$

The corrected energy is

$$E=E_{\rm raw}+U_{\rm iso}[\rho_m]-U_{\rm per}[\rho_m]-qe\,\Delta V+R,$$

with $R=-\int\rho_m\psi-\frac12\int\delta\psi$. The correction evaluates everything except $R$, which is neglected.

## Using the correction

1. Choose a Gaussian centred on the defect charge, with the same $q$ and a width close to its extent. It must fit in the cell with negligible tails at mid-vacuum.
2. Supply $\varepsilon_\parallel(z)$ and $\varepsilon_\perp(z)$ for the response that the supercell contains. If the ions are fixed, use the electronic response. If they relax, the ionic response belongs in the profile too.
3. Compute $U_{\rm per}$ in the cell of the defect calculation, and $U_{\rm iso}$ once.
4. Average the electrostatic potential of the charged cell over planes, subtract the model potential, and read $\Delta V$ at mid-vacuum. The difference should be flat there.
5. Repeat at several heights, then enlarge $L$ and $H$ together.

The result is referred to the vacuum level. In a formation energy, the electron reservoir term $qE_F$ must use a Fermi energy measured from vacuum as well. A band edge $\epsilon_v$ read from the neutral cell becomes $\epsilon_v+e\phi_{\rm vac}$, where $\phi_{\rm vac}$ is that cell's vacuum potential. No further host alignment should be added to the defect energy, since $\Delta V$ already contains it.

## A worked case

The slab has thickness $d=0.6$ nm, with $\varepsilon_\parallel=6$ and $\varepsilon_\perp=3$ inside. Each profile is

$$\varepsilon(z)=1+\frac{\varepsilon_{\rm in}-1}2\left[\operatorname{erf}\frac{z+d/2}b-\operatorname{erf}\frac{z-d/2}b\right],\quad b=0.1\ {\rm nm}.$$

The actual charge is Gaussian laterally, with width $w=0.09$ nm, and has the two-lobed vertical profile $(z/w)^2g_w(z)$. The model knows only a Gaussian of width $\sigma=0.12$ nm. The host consists of a positive and a negative Gaussian sheet, each with 30 charges $e$ per nm² and with widths 0.10 and 0.15 nm.

These are round parameters, and the supercell energies come from the linear continuum just described, not from an electronic-structure calculation. Quantum mechanics, atomic relaxation and nonlinear response are left out. In return, the isolated energy of the actual charge can be computed separately: it is 6.917 eV, or $1.108\times10^{-18}$ J, for $q=+1$.

The host offset at $H=6$ nm follows from $M_2/e=30(0.10^2-0.15^2)=-0.375$ and $e/\varepsilon_0=18.095$ V nm:

$$\frac{18.095\times(-0.375)}{2\times6}=-0.5655\ {\rm V}.$$

The mismatch adds $C=+0.0006$ V, so $\Delta V=-0.5649$ V. The isolated model energy is 1.1041 eV. For $L=3$ nm the assembly reads, in eV:

| $H$ (nm) | $E_{\rm raw}$ | $U_{\rm iso}-U_{\rm per}$ | $-qe\Delta V$ | $E$ |
|---|---|---|---|---|
| 3 | 5.4208 | 0.3622 | 1.1298 | 6.9129 |
| 6 | 6.2237 | 0.1242 | 0.5649 | 6.9128 |
| 9 | 6.6588 | −0.1226 | 0.3766 | 6.9128 |

The last column is rounded from the unrounded sum. The model term changes sign because $U_{\rm per}$ grows with height and overtakes $U_{\rm iso}$.

Of the raw increase of 1.238 eV between 3 and 9 nm, 0.753 eV comes from the alignment potential and 0.485 eV from the model energy. Omitting the alignment leaves the 0.753 eV in place. With both terms the spread is below 0.1 meV.

The height law can be checked by hand between 6 and 9 nm, where the remaining image terms are tiny. With $\kappa_1=0.0434$ nm² and $\kappa_2=0.0201$ nm³ for the model charge, the bracket in $U_0$ changes by $0.2500-0.0048+0.0003=0.2455$ nm. Multiplication by $18.095/(2\times9)$ V/nm gives 0.247 eV for $q=1$, in agreement with the full periodic solution.

## What remains, and how it falls

The corrected value at $L=3$ nm lies 3.8 meV below the isolated reference, although it no longer changes with height. This is the image term $R$. It is quadratic in $q$, and the calculation with $q=-1$ shows the same deviation.

Its height dependence comes from fields crossing the vacuum. There a component with $\mathbf G\ne0$ satisfies $\phi_G''=G^2\phi_G$, so the coupling of neighbouring slabs carries $e^{-GH}$. The smallest wavevector, $G=2\pi/L$, dominates at large $H$. For $L=3$ nm, going from 2 to 3 nm in height should then reduce the error, measured against the 9 nm result, by about $e^{2\pi/3}=8.1$. The computed factor is 9.0. The expected factor holds only at large $H$. At these heights faster-decaying terms also contribute, and their share was not separated.

The lateral part does not disappear with more vacuum. For small $k$, the interaction of $\rho_m$ with $\delta$ has the expansion $F_0+F_1k+\dots$. The linear term is not smooth at $\mathbf k=0$, and its two-dimensional Fourier transform is $-F_1/(2\pi r^3)$. Summed over lateral images at distances proportional to $L$, it gives a leading error proportional to $L^{-3}$ for large cells. With $L=H$, the deviations from the reference are −3.8, −1.0 and −0.3 meV at 3, 5 and 8 nm. Between successive sizes this corresponds to powers of about 2.6 and 2.7, so these cells have not reached the limiting law.

Changing the model width shows how far the result depends on the model charge. At $H=6$ nm it does not test the alignment, because there the mismatch offsets, which scale as $1/H$, are smaller than the image errors. A Gaussian of width 0.20 nm has a mismatch offset of −1.6 mV at $H=6$ nm instead of +0.6 mV, and its isolated energy is lower by 0.285 eV. The corrected energy is nevertheless 6.919 eV, 2.3 meV above the reference. The remaining difference between the two widths, about 6 meV, indicates the size of the image error in this cell, but is not a bound on it.

## A height scan does not validate the dielectric profile

Suppose the model is solved with $\varepsilon=1$ everywhere, while the actual slab is polarizable. At $L=3$ nm the corrected energy is then wrong by 0.290 eV at $H=3$ nm and by 0.292 eV at $H=9$ nm. For this thin slab and these heights the result is almost independent of height and still wrong.

The formulas explain why. Let $\Delta\kappa_1$ and $\Delta\kappa_2$ be the actual values minus those of the wrong model. The height-dependent part of the error from $\mathbf G=0$ is the difference in $U_0$ minus $qe$ times the difference in $v(H/2)$:

$$\frac{q^2e^2}{2\varepsilon_0A}\left[\frac{2\Delta\kappa_1}H-\frac{\Delta\kappa_2}{H^2}\right]
-\frac{q^2e^2}{\varepsilon_0A}\left[\frac{\Delta\kappa_1}H-\frac{\Delta\kappa_2}{H^2}\right]
=\frac{q^2e^2}{2\varepsilon_0A}\frac{\Delta\kappa_2}{H^2}.$$

The $1/H$ terms cancel even for a wrong profile. For the vacuum model $\Delta\kappa_2=0.0201$ nm³, so the remainder is about 2 meV at $H=3$ nm. Terms with $\mathbf G\ne0$ add exponentially decaying pieces. At $H=3$ nm these are negative and outweigh the remainder, so the computed error rises slightly with height instead of falling. Both pieces grow in shorter cells, and $\Delta\kappa_2$ grows roughly as $d^3$: for a 2 nm slab it is near $(d^3/12)(1-1/\varepsilon_\perp)\approx0.44$ nm³, which gives a remainder of about 30 meV at $H=4$ nm. A scan can then show a drift, but the drift does not measure the height-independent part of the error. The large constant error comes from the interaction of the defect with its lateral images and the neutralizing background together, which the vacuum model screens incorrectly. The images alone would give an error of the opposite sign; the background term outweighs them.

A flat potential difference does not reveal the fault either. In vacuum both cells have $\varepsilon=1$ and the same averaged field $D/\varepsilon_0$, so their difference is flat for any model profile that is mirror symmetric about the charge. An off-centre profile adds a different constant to $D$ and does show up as a slope. The profile must be checked by its own response calculation and by enlarging $L$, which weakens the image interactions that it screens.

## Limits on the cell and on the defect

More vacuum has a cost for negative defects. Neglecting the slab thickness, the potential difference between slab and mid-vacuum is

$$v(0)-v(H/2)=\frac{qe}{\varepsilon_0A}\int_0^{H/2}\left(\frac12-\frac zH\right)dz=\frac{qeH}{8\varepsilon_0A}.$$

For $q=-1$, $L=3$ nm and $H=9$ nm this estimate gives a magnitude of $18.095\times9/(8\times9)\approx2.3$ V, with the vacuum attractive to electrons. The finite widths of the charge and the slab lower it somewhat. If this well pulls a state below the occupied defect level, charge leaves the slab and the correction no longer applies. A moderate height, already sufficient for $e^{-2\pi H/L}$ to be small, is preferable to a very tall cell.

A vertical dipole gives an isolated slab different vacuum levels on its two sides. In the periodic cell it makes the averaged potential slope through the vacuum, so a reading at mid-vacuum no longer supplies the vacuum level that the alignment needs. A charge spread across the lateral cell violates the assumption of a localized defect. Strong fields that change the slab's permittivity violate linear response. In these cases a height-independent number may still appear, but the derivation does not identify it with the isolated defect energy.

The numerical output below gives the complete height scan and the comparisons used here.

## Values computed for the example and the checks

```
e/epsilon_0 = 18.095128 V nm
slab thickness = 0.6 nm, edge smoothing = 0.1 nm
eps_parallel = 6.0, eps_perpendicular = 3.0
actual charge width parameter = 0.09 nm
model widths = 0.12 nm and 0.2 nm
host sheet density = 30.0 1/nm^2
host positive, negative widths = 0.1, 0.15 nm
cutoffs: lateral 50.0 1/nm, vertical 110.0 1/nm
vacuum Gaussian energy: solver 3.385054 eV, analytic 3.385054 eV
periodic/open solver relative gap at k=2 1/nm: 6.2e-11
U_iso actual charge = 1.179727 eV
U_iso model = 1.104116 eV, wide model = 0.819278 eV
host interaction, isolated = 5.736893 eV
isolated reference, q=+1 = 6.916619 eV = 1.108165e-18 J
kappa1 = 0.043405 nm^2, kappa2 = 0.020126 nm^3
model rise H=6 to 9 nm: solver 0.246784 eV, formula 0.246785 eV
height scan at L = 3.0 nm, q=+1
H (nm) | E_raw (eV) | U_per model (eV) | dV (V) | corrected (eV)
2.0 | 4.787694 | 0.673256 | -1.694750 | 6.913305
3.0 | 5.420842 | 0.741928 | -1.129833 | 6.912864
4.0 | 5.780336 | 0.819012 | -0.847375 | 6.912815
6.0 | 6.223711 | 0.979935 | -0.564917 | 6.912809
9.0 | 6.658801 | 1.226719 | -0.376611 | 6.912809
host vacuum potential at H=6 nm = -0.565473 V
mismatch offset C at H=6 nm: model 0.000556 V, wide -0.001604 V
spread H=3 to 9 nm, raw = 1.237959 eV
spread H=3 to 9 nm, without alignment = 0.753167 eV
spread H=3 to 9 nm, corrected = 0.000055 eV
height-error ratio H=2 to 3 nm = 8.977, exp(2 pi/L) factor = 8.121
wide-model corrected energy at H=6 nm = 6.918955 eV
q=-1 at H=6 nm: corrected -4.560976 eV, reference -4.557166 eV
L=H=3.0 nm: corrected minus reference = -0.003755 eV
L=H=5.0 nm: corrected minus reference = -0.001002 eV
L=H=8.0 nm: corrected minus reference = -0.000278 eV
no dielectric profile, H=3.0 nm: error = 0.290397 eV
no dielectric profile, H=9.0 nm: error = 0.291673 eV
```
